Landau–Zener spin change of triplet oxygen at a surface, part 2

An O₂ molecule of mass m, in its triplet ground state, approaches a surface and crosses the energy curve of one singlet at height z_c. What is the probability that it changes spin? Spin–orbit coupling links the singlet to one combination of the three triplet sublevels, the bright state, with strength V; the other two combinations are dark. D > 0 is the slope of the singlet energy minus that of the triplet at z_c, and v is the speed there on the triplet curve. A first derivation, with a classical path at constant speed and sweep rate β = vD, gave for one passage of the bright state and of an unpolarised triplet

p = 1 − exp[−2πV²/(ħvD)],   (1)

P = p/3.   (2)

With normal energy E, crossing energy E_c and y = (E − E_c)/kT, the thermal flux average is

P_th = exp(−E_c/kT) ∫₀^∞ e^(−y) P(y) dy,   (9)

where P(y) is (2) with v = √(2kTy/m).

The second derivation treats x = z − z_c as a quantum coordinate, with the vacuum at positive x. Measured from the crossing, the triplet energy is zero and the singlet energy is Dx. The kinetic energy on the triplet is ε, with k = √(2mε)/ħ and v = ħk/m. The triplet and singlet waves are ∫ A(q) e^(iqx) dq and ∫ B(q) e^(iqx) dq, on a path whose boundary terms vanish. With g(q) = ħ²q²/2m − ε and δ = V²/(ħvD), the wave equations give A = −VB/g and

(1/B) dB/dq = (i/D)(g − V²/g),   (10)

B(q) = exp[(i/D)(ħ²q³/6m − εq)] (q − k)^(−iδ) (q + k)^(iδ).   (11)

The example has normal energy 0.150 eV, measured from a triplet far away, crossing energy 0.050 eV, V = 0.015 eV and D = 10 eV/nm. These give v = 777 m/s, p = 0.24 and P = 0.08; at 1200 K, P_th = 0.07. The table's four-state test checks the first derivation numerically, with degenerate and split sublevels.

### The solution with a triplet arriving from the vacuum

A wave e^(iqx) with q < 0 moves towards the surface. The arriving triplet therefore belongs to q = −k. Consider two paths along the real q axis, with their far ends bent slightly into the upper half-plane, where the cubic exponential in (11) decays. Path L passes below −k and path U passes above it. From a point between −k and +k onwards they coincide, including the way they pass +k. On this common part B has the same value for both.

Take the solution from L minus the solution from U. Everything from the common part cancels. There is thus no singlet wave moving outwards from deep inside, since that would come from large positive q. There is also no triplet wave with q = +k, neither arriving from inside nor reflected into the vacuum. What remains comes from the neighbourhood of −k and from large negative q.

Put w = q + k. Near w = 0, g ≈ −ħvw, so A ≈ (V/ħv)B/w, and

A ≈ G w^(iδ−1),

with the same constant G for both paths. Let X = |x| be large.

In the vacuum, x = +X, the factor e^(iwX) decays in the upper half-plane. Path U can be raised there and gives no triplet wave. Path L must remain below the branch point and gives the arriving wave

G e^(−ikx) I, with I = ∫_L w^(iδ−1) e^(iwX) dw.

Deep inside, x = −X, the factor e^(−iwX) decays in the lower half-plane. Now L gives no triplet wave, and U gives, with the minus sign of the difference,

−G e^(−ikx) J, with J = ∫_U w^(iδ−1) e^(−iwX) dw.

The two integrals are related by a rotation of the variable. On U the argument of w runs from π on the left to 0 on the right. Set w = e^(iπ)w′. Then w′ has arguments between 0 and −π, so it lies on a path below its origin, traversed from right to left. The factors become

w^(iδ−1) = e^(iπ(iδ−1)) w′^(iδ−1) = −e^(−πδ) w′^(iδ−1),

e^(−iwX) = e^(iw′X),  dw = −dw′.

The two minus signs cancel. Reversing the direction so that the path runs from left to right introduces one more minus sign:

J = −e^(−πδ) I.

The amplitude of the triplet wave that continues inwards is therefore e^(−πδ) times the arriving amplitude. The speeds are equal on both sides, so the ratio of triplet fluxes is

exp(−2πδ).

The total flux of the two coupled waves is the same at every x. In the vacuum the singlet is closed, because its energy Dx exceeds ε, and no triplet is reflected. Deep inside, the triplet components of the singlet wave vanish, since A = −VB/g and g grows as DX at the wave number of the singlet. The flux missing from the triplet must therefore leave in the inward-moving singlet:

p = 1 − exp(−2πδ).

This is (1) again. The dark states have no coupling and continue as triplets, so the unpolarised probability is again p/3.

The connection with the first derivation can be seen in (10). On the singlet curve the force is −D, so classically ħ dq/dt = −D: wave number acts as a clock. Near q = −k, the mismatch g is −ħv(q + k), and its rate of change is vD. This is the sweep rate β of the first half.

### What each derivation assumes

Both derivations take the difference of the diabatic energies to be linear in z and the coupling to be constant through the crossing zone. Both include one singlet. Beyond this they differ.

The first assumes one constant speed for both spin states, but it permits the triplet energy to have any slope, since the slopes enter as a difference. It also permits split sublevels. The second treats the motion along z by quantum mechanics and permits the singlet to accelerate, but needs a flat triplet curve. As derived here, it also needs degenerate sublevels.

The example shows why the second is useful. The phase βt²/2ħ becomes of order one after a time √(ħ/β) = 9.2 fs, during which the molecule moves 0.00715 nm. To complete the example, let the energies, in eV, be

E_T = 0.05[1 − tanh(x/w₀)],  E_S = 0.05 + 0.95 tanh(x/w₀), with w₀ = 0.10 nm.

At the crossing the slopes are −0.5 eV/nm for the triplet and 9.5 eV/nm for the singlet. Over 0.00715 nm the singlet energy changes by 0.068 eV, which is not small beside the kinetic energy of 0.100 eV. The assumption of one constant speed is thus poorly met. The triplet energy changes by 0.004 eV, so the flat triplet of the second derivation is a much better description.

A numerical solution of the two coupled wave equations with these curved energies tests the formula. The coupling is multiplied by exp[−(x/0.35 nm)⁶], so that it fades away from the crossing. The results are:

- normal energy 0.15 eV: wave 0.2417, formula 0.2416;
- normal energy 0.30 eV: wave 0.1605, formula 0.1605;
- normal energy 0.60 eV: wave 0.1113, formula 0.1112;
- normal energy 0.15 eV, V doubled to 0.030 eV: wave 0.6695, formula 0.6692;
- normal energy 0.15 eV, D raised to 14.29 eV/nm by a smaller w₀: wave 0.1761, formula 0.1760.

In the first three cases V and D are held fixed. The agreement is for the bright state and for motion in one coordinate. Under those conditions, the wave result differs from the formula by 0.03 % of p in the main example. The output labels this difference as curvature and wave motion, but part of it is grid error. On a grid of step h, the speed at a given energy is lowered by the fraction (kh)²/8. For h = 0.0001 nm and k = 391 nm⁻¹ this alone raises p by about 0.02 % of its value.

Formula (1) has no meaning for a molecule that lacks the energy to reach the crossing, because v is then not real. The wave still penetrates. At a normal energy of 0.04 eV, which is 0.01 eV below the crossing, the wave calculation gives a bright-state probability of 0.066. The thermal mean (9) omits this contribution. Above the crossing (1) also becomes unreliable if the triplet curve rises towards the surface: the molecule can then turn back and meet the crossing again. If it turns within the crossing zone, the two passages merge into one event; if it turns farther in, they are separate but interfere. In the example the triplet curve rises to 0.10 eV, so the molecule turns back at normal energies between 0.05 and 0.10 eV. There the wave result lies on either side of (1): for the bright state it is 0.92 at 0.06 eV and 0.23 at 0.095 eV, where (1) gives 0.58 and 0.34. With both effects included, the wave treatment of these curves gives a thermal mean of about 0.09 for an unpolarised triplet, instead of the 0.07 from (9).

### When the molecule comes back

A molecule that stays triplet may be reflected farther in and meet the crossing again. Suppose that every singlet moving inwards reacts and that every inward triplet is reflected. Suppose also that the phases of different histories average out. Let h be the probability that a bright triplet moving outwards is eventually lost to reaction.

At the outward passage it escapes with probability 1 − p. With probability p it becomes a singlet, which cannot reach the vacuum and turns back. At its inward passage it stays singlet and reacts with probability 1 − p, or becomes triplet with probability p. In the latter case it is reflected and starts the same sequence again. Hence

h = p[(1 − p) + ph],

h(1 − p²) = p(1 − p),  h = p/(1 + p).

Adding the first inward passage,

p + (1 − p)h = [p(1 + p) + p(1 − p)]/(1 + p) = 2p/(1 + p).   (12)

For p = 0.24 this is 0.39 for the bright state. If the sublevels do not mix between passages, an unpolarised triplet reacts with one third of this probability, 0.13. Mixing between passages would feed dark states into the bright one, and the limit of 1/3 would then no longer apply to the whole visit.

The wave calculation tests (12) when a repulsive wall for the triplet is placed 0.45 nm inside the crossing. Averaged over a smooth window of normal energies from 0.13 to 0.17 eV, it gives 0.390, and (12) averaged in the same way gives 0.390. At a single energy the histories can interfere, and (12) is not a prediction for that case.

### The model beside a silicon surface

Dry oxidation of silicon is carried out at temperatures of very roughly 1000 to 1400 K, so 1200 K is a typical value. The flux average (9) describes gas molecules that strike a bare surface. Once an oxide film has formed, O₂ reaches the silicon by diffusing through it, and (9) does not apply. The lowest singlet of free O₂ lies roughly 1 eV above the triplet, as in the example. The coupling of 0.015 eV has the rough size of spin–orbit energies in oxygen, but its value at a surface is uncertain. In the free molecule the ground triplet and the lowest singlet have orbital angular momenta about the axis of 0 and 2 units. Spin–orbit coupling changes this number by at most one, so it does not connect them directly; the surface must first mix the orbital states. The 2 units can point either way along the axis, so the lowest singlet of the free molecule is a pair of states. A surface splits the pair, and the model keeps one member. If both members cross the triplet and couple to different combinations of its sublevels, the limit on P rises from 1/3 to 2/3. The crossing energy and D are choices. With all else fixed, V = 0.010 eV gives P = 0.04 and V = 0.020 eV gives P = 0.13.

A real surface also breaks the assumption of a fixed crossing. At 1200 K the root-mean-square speed of a free silicon atom along one direction is 596 m/s, comparable with the 777 m/s of the molecule. If the crossing moved rigidly with one such atom, P would be 0.05 for an approaching atom and 0.23 for a receding one. These figures are sizes for a typical speed, not bounds.

The O–O vibration seems to matter as much if it is treated as a classical velocity. For a vibrational quantum of roughly 0.2 eV, the zero-point motion has a root-mean-square speed of roughly 1100 m/s. If the singlet–triplet gap changed with bond length by a chosen 2 eV/nm, a constant bond velocity of this size would alter the sweep rate by 28 %. The output lists the resulting values of P, 0.06 and 0.11, but this estimate is misleading. The vibrational period is about 21 fs, only about twice the crossing time of 9.2 fs, so the bond velocity is not constant during the crossing. If the vibration is instead treated as a quantum oscillator, with the same frequency in both spin states and a coupling that does not depend on bond length, P stays at 0.08. This holds for 2 eV/nm and also for 5 eV/nm, roughly the value implied by the measured bond lengths and vibrational frequencies of free O₂. The change of the gap with bond length spreads the coupling over several vibrational levels of the singlet, but the squared couplings from the initial level still add up to V².

The most serious omission may be electronic. Dangling bonds and free carriers have spins of their own. Exchange with them can change the spin of the molecule while the total spin is conserved, without spin–orbit coupling. That is a different process with its own couplings and possibly many final states; neither (1) nor the factor 1/3 can be carried over to it without a new calculation, and its effect is not sized here. For the same reason P should not be read as a measured sticking probability. It is the chance of a spin change at one crossing, and reaction requires further steps. The numerical output below gives most of the values used here.

Table of computed values

```
FOUR-STATE TEST (reduced units, hbar = v D = 1)
summed squared coupling: 0.1350
contour vs propagation, relative error: 1.6e-06
change per sublevel, degenerate: [0.0953 0.1694 0.3071]
change per sublevel, split:      [0.132  0.1924 0.2474]
means: 0.1906, 0.1906; law/3: 0.1906
EXAMPLE INPUTS
normal energy: 0.150 eV; crossing energy: 0.050 eV
coupling V: 0.015 eV; slope difference D: 10.000 eV/nm
singlet far from surface: 1.00 eV; width: 0.10 nm
temperature: 1200 K; kT: 0.1034 eV
O2 mass: 5.3134e-26 kg; hbar: 0.65821 eV fs
EXAMPLE RESULTS
speed at crossing: 776.6 m/s
sweep rate v D: 7.76576e-03 eV/fs
exponent 2 pi V^2/(hbar v D): 0.2766
bright-state probability p: 0.2416
unpolarised probability P = p/3: 0.0805
weak-coupling estimate of P: 0.0922
with return passage, 2p/(3(1+p)): 0.1297
thermal flux fraction above crossing: 0.6166
thermal mean P per arriving molecule: 0.0675
thermal mean P of those above crossing: 0.1095
QUANTUM SCATTERING (E eV, V eV, D eV/nm: wave p, formula p)
0.15, 0.015, 10.00: 0.2417, 0.2416
0.30, 0.015, 10.00: 0.1605, 0.1605
0.60, 0.015, 10.00: 0.1113, 0.1112
0.15, 0.030, 10.00: 0.6695, 0.6692
0.15, 0.015, 14.29: 0.1761, 0.1760
return passage, bright: wave 0.3897, law 0.3897
NEGLECTED EFFECTS
curvature and wave motion, change of p: 0.03 %
bright p by tunnelling 0.01 eV below crossing: 0.0656
crossing time sqrt(hbar/(v D)): 9.21 fs
crossing length v*time: 0.00715 nm
Si thermal speed, one direction: 596.0 m/s
P for Si receding, approaching: 0.2319, 0.0483
O-O quantum (rough): 0.20 eV; bond slope: 2.0 eV/nm
O-O rms speed: 1098.2 m/s; share of rate: 0.283
P for rate lowered, raised: 0.1067, 0.0646
P for V = 0.010 eV: 0.0386
P for V = 0.020 eV: 0.1295
```
